# Electron-lattice energy relaxation: Allen's rate and the two-temperature coupling constant, part 2

Electrons at temperature $T_e$ in a metal lose energy to a lattice at $T_L$. The problem is the power per volume $P=-\dot E_e$ and the cooling rate. Section 1 left a constant open:

$$P=G\,(T_e-T_L),\qquad G=\text{const}\times\hbar k_B N\lambda\langle\omega^2\rangle .$$

Units are $\hbar=k_B=m_e=1$. Electron states $k$ have energy $\varepsilon_k$ and occupation $f_k$; phonons $Q$ have $\omega_Q$ and $n_Q$. The vertex is $g$, the chemical potential $\mu$, the Bose function $n(\Omega,T)$, the mass enhancement $\lambda$, and the both-spin density of states at $E_F$ is $N=2N_\sigma$. Sums are per volume.

Assumptions: (a) uniform golden-rule one-phonon scattering; (b) Fermi electrons at $T_e$; (c) Bose phonons at $T_L$; (d) smooth electronic structure near $E_F$.

With $f=f_k$, $f'=f_{k+Q}$, $n=n_Q$, the Bloch-Boltzmann-Peierls (BBP) equations give

$$R(k,Q)=2\pi|g(k,Q)|^2\,\delta(\varepsilon_{k+Q}-\varepsilon_k-\omega_Q)\,B,\tag{1}$$

$$\dot f_k=\sum_Q\big[R(k,Q)-R(k-Q,Q)\big].\tag{4}$$

$$\dot E_e=2\sum_{k,Q}\big(\varepsilon_k-\varepsilon_{k+Q}\big)R(k,Q)=-2\sum_{k,Q}\omega_QR(k,Q)=-\sum_Q\omega_Q\dot n_Q .\tag{5}$$

$$B=f'(1-f)-n\,(f-f').\tag{6}$$

With $S_Q(\varepsilon,\varepsilon')=\sum_k|g(k,Q)|^2\,\delta(\varepsilon-\varepsilon_k)\,\delta(\varepsilon'-\varepsilon_{k+Q})$,

$$\dot n_Q=4\pi\big[n(\omega_Q,T_e)-n_Q\big]\int d\varepsilon\;S_Q(\varepsilon,\varepsilon+\omega_Q)\big[f(\varepsilon)-f(\varepsilon+\omega_Q)\big].\tag{8}$$

$$\int_{-L}^{L}\!\big[f(\varepsilon)-f(\varepsilon+\omega)\big]d\varepsilon=\int_{-L}^{-L+\omega}\!f\,d\varepsilon-\int_{L}^{L+\omega}\!f\,d\varepsilon\;\longrightarrow\;\omega\quad(L\to\infty),\tag{9}$$

$$\dot n_Q=2\gamma_Q\big[n(\omega_Q,T_e)-n_Q\big],\qquad \gamma_Q=2\pi\omega_Q\,S_Q(E_F,E_F).\tag{10}$$

$$\alpha^2F(\Omega)=\frac1{N_\sigma}\sum_QS_Q(E_F,E_F)\,\delta(\Omega-\omega_Q),\qquad \lambda\langle\omega^p\rangle=2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\Omega^{p-1},\tag{11}$$

$$P=2\pi N\int_0^\infty d\Omega\;\alpha^2F(\Omega)\,\Omega^2\big[n(\Omega,T_e)-n(\Omega,T_L)\big].\tag{12}$$

The $T=0$ self-energy, with $\xi'=\varepsilon_{k+Q}-E_F$, is

$$\Sigma(k,E)=\sum_Q|g|^2\left[\frac{1-f'}{E-\xi'-\omega_Q}+\frac{f'}{E-\xi'+\omega_Q}\right].$$

Under (d), its Fermi-surface averaged slope is $-\lambda$.

The section 8 model has free electrons ($m=1$), one per atom at density $n_a$, with $k_F^3=3\pi^2n_a$, and three Debye branches $\omega=cq$, $q<q_D$, with $q_D^3=6\pi^2n_a$, $\omega_D=cq_D$. The potential $D\,\nabla\!\cdot\!u$ couples only longitudinal modes; umklapp is omitted. With ion mass $M$, $\rho=n_aM$ and $|g|^2=D^2q/2\rho c$:

$$S_q(\varepsilon,\varepsilon+\omega)=|g|^2\,\frac{m^2}{4\pi^2q}\quad\text{if }\;\Big|\omega-\frac{q^2}{2m}\Big|<\frac{kq}{m},\qquad 0\ \text{otherwise}.\tag{15}$$

$$\alpha^2F=\frac{2\pi^2}{mk_F}\cdot\frac{q^2}{2\pi^2c}\cdot\frac{D^2q}{2\rho c}\cdot\frac{m^2}{4\pi^2q}=A\,\Omega^2,\qquad A=\frac{mD^2}{8\pi^2\rho c^4k_F},\qquad\Omega<\omega_D .\tag{16}$$

$$\lambda=A\omega_D^2,\qquad\langle\omega^2\rangle=\tfrac12\omega_D^2,\qquad\langle\omega^4\rangle=\tfrac13\omega_D^4,\qquad\langle\omega^6\rangle=\tfrac14\omega_D^6 .\tag{17}$$

$$\gamma_q=2\pi\omega\cdot\frac{D^2q}{2\rho c}\cdot\frac{m^2}{4\pi^2q}=\frac{m^2D^2}{4\pi\rho c}\,\omega ,\tag{18}$$

Here (d) holds for the power up to terms of order $e^{-0.6E_F/T_e}$. The finite limits $\xi_\mp=q^2/2m\mp k_Fq/m$ of $\xi'$ put the self-energy slope below $\lambda$ by a relative amount of order $c/v_F$.

### 10. High-temperature expansion and the constant $G$

With $x=\Omega/T$, write $x/(e^x-1)=\sum_jb_jx^j$ and require its product with $(e^x-1)/x=1+x/2+x^2/6+x^3/24+x^4/120+\dots$ to equal 1. Order by order: $b_0=1$; $b_1=-\tfrac12$; $b_2=-(b_1/2+\tfrac16)=\tfrac1{12}$; $b_3=-(b_2/2+b_1/6+\tfrac1{24})=0$; $b_4=-(b_3/2+b_2/6+b_1/24+\tfrac1{120})=-\tfrac1{720}$. Dividing by $x$,

$$n(\Omega,T)=\frac T\Omega-\frac12+\frac{\Omega}{12T}-\frac{\Omega^3}{720T^3}+\dots$$

The nearest poles of $x/(e^x-1)$ are at $x=\pm2\pi i$, so the series converges for $\Omega<2\pi T$. In the difference $n(\Omega,T_e)-n(\Omega,T_L)$ the constants $-\tfrac12$ cancel. With $\Delta T=T_e-T_L$, the other terms need $1/T_e-1/T_L=-\Delta T/(T_eT_L)$ and $1/T_e^3-1/T_L^3=-\Delta T\,(T_e^2+T_eT_L+T_L^2)/(T_e^3T_L^3)$:

$$n(\Omega,T_e)-n(\Omega,T_L)=\frac{\Delta T}{\Omega}\left[1-\frac{\Omega^2}{12T_eT_L}+\frac{\Omega^4\,(T_e^2+T_eT_L+T_L^2)}{720\,T_e^3T_L^3}-\dots\right].$$

Inserted in (12), the integrals are $\int\alpha^2F\,\Omega^{p-1}d\Omega=\tfrac12\lambda\langle\omega^p\rangle$ with $p=2,4,6$, and the $\tfrac12$ turns $2\pi N$ into $\pi N$:

$$P=G\,\Delta T\,(1-c_1+c_2-\dots),\qquad G=\pi N\lambda\langle\omega^2\rangle,\tag{19}$$

$$c_1=\frac{\langle\omega^4\rangle}{12\langle\omega^2\rangle T_eT_L},\qquad c_2=\frac{\langle\omega^6\rangle\,(T_e^2+T_eT_L+T_L^2)}{720\,\langle\omega^2\rangle\,T_e^3T_L^3}.\tag{20}$$

Assumption (e) is $c_1\ll1$, with the highest phonon energy below $2\pi\min(T_e,T_L)$ so that the series converges. Then $P=G\Delta T$. With $\omega$ an angular frequency and $T$ in kelvin, $G=\pi\hbar k_BN\lambda\langle\omega^2\rangle$, and the constant left open in section 1 is $\pi$. The same limit of the mode equation, $\omega_Q\dot n_Q=2\gamma_Q\Delta T$, shows that $G=\sum_Q2\gamma_Q$: the coupling constant is the sum of the full phonon linewidths.

The absence of a first-order correction has a physical origin. In (6), spontaneous emission integrated over the window gives $\omega\,n(\omega,T_e)=T_e-\omega/2+\dots$ and net absorption gives $T_L-\omega/2+\dots$, so the zero-point halves cancel. Because of this, and of the factor 12, the error of the linear law remains moderate at temperatures equal to the phonon energies: (20) gives $c_1=\tfrac1{12}\approx8\%$ for a single mode with $T_e\approx T_L=\omega_0$, and $c_1=\tfrac1{18}\approx5.6\%$ for the Debye model with $T_e\approx T_L=\omega_D$, where $c_2=\tfrac1{480}\approx0.2\%$ lowers the error to about 5.3%.

### 11. Heat capacity and Allen's rate

A change of temperature at fixed electron number changes the Fermi function by $\delta f=(-\partial_\xi f)\,[\xi\,\delta T/T+\delta\mu]$, with $\xi=\varepsilon-\mu$, because $f$ depends on $\xi/T$. Let $I_p=\int d\xi\,N(\mu+\xi)\,\xi^p(-\partial_\xi f)$. Number conservation, $I_1\delta T/T+I_0\delta\mu=0$, fixes $\delta\mu$. It also allows $\varepsilon$ to be replaced by $\xi$ in the energy change, so $\delta E_e=I_2\delta T/T+I_1\delta\mu$ and

$$C_e=\frac1T\left[I_2-\frac{I_1^2}{I_0}\right].$$

The even moments of $-\partial_\xi f$ follow from $e^{-x}/(1+e^{-x})^2=\sum_{j\ge1}(-1)^{j+1}je^{-jx}$ and $\int_0^\infty x^pe^{-jx}dx=p!/j^{p+1}$. Doubling for negative $x$, $\langle x^2\rangle=4\sum(-1)^{j+1}/j^2=4\cdot\pi^2/12=\pi^2/3$ and $\langle x^4\rangle=48\sum(-1)^{j+1}/j^4=48\cdot7\pi^4/720=7\pi^4/15$. For constant $N$, $I_1=0$ and $I_2=N\pi^2T^2/3$, so

$$C_e=sT_e,\qquad s=\frac{\pi^2}{3}N .\tag{21}$$

Under (b), $\dot E_e=C_e\dot T_e$. Setting this equal to $-G\Delta T$ and dividing (19) by (21), $N$ cancels:

$$\dot T_e=-\gamma_T\,(T_e-T_L),\qquad\gamma_T=\frac{G}{C_e}=\frac{\pi N\lambda\langle\omega^2\rangle}{\pi^2NT_e/3}=\frac{3\lambda\langle\omega^2\rangle}{\pi T_e}\;\longrightarrow\;\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi k_BT_e}.\tag{22}$$

This is Allen's rate. The same both-spin $N$ stands in $G$ and in $C_e$.

The leading correction to (21) comes from $N(\mu+\xi)=N_\mu+N'\xi+\tfrac12N''\xi^2$. Then $I_2=N_\mu\pi^2T^2/3+N''\,7\pi^4T^4/30$, $I_1=N'\pi^2T^2/3$, $I_0\approx N$. Integrating $d\mu/dT=-I_1/(TI_0)$ gives $\mu-E_F=-\pi^2T^2N'/6N$, hence $N_\mu=N-\pi^2T^2N'^2/6N$. Dividing by $sT$,

$$\frac{C_e}{sT}=1+\pi^2T^2\left[\frac7{10}\frac{N''}N-\Big(\frac16+\frac13\Big)\frac{N'^2}{N^2}\right].$$

For $N\propto\sqrt\varepsilon$, $N'/N=1/2E_F$ and $N''/N=-1/4E_F^2$, so the bracket is $(-\tfrac7{40}-\tfrac18)/E_F^2=-0.3/E_F^2$.

The $N$ in (21) is the band value, without a factor $1+\lambda$. That factor is of higher order in $|g|^2$ than the rates kept under (a). It is also tied to low energies: for a single mode $\omega_0$, with $\alpha^2F=\tfrac12\lambda\omega_0\delta(\Omega-\omega_0)$, the $\xi'$ integrals in the $T=0$ self-energy give $\mathrm{Re}\,\Sigma=\tfrac12\lambda\omega_0\ln|(\omega_0-E)/(\omega_0+E)|$. Its slope is $-\lambda$ at $E=0$ but only $\lambda\omega_0^2/E^2$ for $E\gg\omega_0$, where most thermal excitations lie when $T_e\gg\omega_0$. This supports the band value when $T_e\gg\omega_0$, a stronger condition than (e), which also admits $T_e$ comparable to the phonon energies; it is an argument, and the numerical check does not test it.

### 12. Cooling curves

The rate $\gamma_T$ depends on $T_e$, so (22) does not describe an exponential decay. Let $a=\gamma_TT_e=3\lambda\langle\omega^2\rangle/\pi$, a constant. For fixed $T_L$, (22) reads $T_e\,dT_e/(T_e-T_L)=-a\,dt$. Writing $T_e/(T_e-T_L)=1+T_L/(T_e-T_L)$ and integrating from $T_e(0)=T_0$,

$$T_e-T_0+T_L\ln\frac{T_e-T_L}{T_0-T_L}=-at .\tag{23}$$

For $T_e\gg T_L$ the temperature falls linearly with slope $-a$: the power and the heat capacity are both proportional to $T_e$. Near $T_L$ the logarithm dominates and the decay is exponential with rate $a/T_L$. The excess halves at $t_{1/2}=[\tfrac12(T_0-T_L)+T_L\ln2]/a$.

A real lattice absorbs the energy. By (5) and (c), with lattice heat capacity $C_L$,

$$sT_e\,\dot T_e=-G\,(T_e-T_L),\qquad C_L\dot T_L=+G\,(T_e-T_L).\tag{24}$$

This is the two-temperature model without heat conduction. For constant $C_L$ the sum of the two equations shows that $\tfrac12sT_e^2+C_LT_L$ is conserved, so the final temperature $T_f$ solves

$$\tfrac12s\,(T_0^2-T_f^2)=C_L\,(T_f-T_{L0}).\tag{25}$$

Dividing each equation in (24) by its heat capacity and subtracting gives $\dot{\Delta T}=-G\,(1/C_e+1/C_L)\,\Delta T$. At late times $C_e\to sT_f$, and the difference decays with the rate $a/T_f+G/C_L$. Allen's rate is the first term; it governs the difference when $C_e\ll C_L$.

### 13. Worked example

The model of section 8 is taken with round parameters that stand for no particular material: $n_a=0.06$ Å$^{-3}$, $M=60$ u, $\hbar\omega_D=0.02$ eV, $D=4$ eV, $T_e=1000$ K, $T_L=300$ K. The constants are $\hbar^2/m=7.62$ eV Å$^2$, $\hbar=6.5821\times10^{-4}$ eV ps and $k_B=8.6173\times10^{-5}$ eV/K, so $k_BT_e=0.086173$ eV and $k_BT_L=0.025852$ eV. Digits beyond the second or third serve only to compare formulas within the model.

The density gives $k_F=1.2111$ Å$^{-1}$, $E_F=\tfrac12(7.62)(1.2111)^2=5.589$ eV and $q_D=1.5259$ Å$^{-1}$. The density of states is $N=mk_F/\pi^2=1.2111/(7.62\,\pi^2)=0.016104$ eV$^{-1}$Å$^{-3}$. The Debye temperature is 232 K, and $\rho\omega_D^2=0.34448$ eV Å$^{-5}$. From (16) and (17), with $c=\omega_D/q_D$,

$$\lambda=\frac{mD^2q_D^4}{8\pi^2\rho\omega_D^2k_F}=\frac{16\times1.5259^4}{7.62\times8\pi^2\times0.34448\times1.2111}=\frac{86.74}{251.0}=0.3456 .$$

The slope of the self-energy, integrated from its definition, is 0.3450, lower by 0.2% of $\lambda$, with the sign and order expected from the finite limits $\xi_\pm$; the check asserts agreement within 0.5%. The second moment is $\lambda\langle(\hbar\omega)^2\rangle=0.34558\times(0.02)^2/2=6.912\times10^{-5}$ eV$^2$. Then

$$G=\frac{\pi k_BN\lambda\langle(\hbar\omega)^2\rangle}{\hbar}=\frac{\pi\times8.6173\times10^{-5}\times0.016104\times6.9117\times10^{-5}}{6.5821\times10^{-4}}=4.578\times10^{-7}\ \frac{\text{eV}}{\text{Å}^3\,\text{ps K}},$$

which is $7.33\times10^{16}$ W m$^{-3}$K$^{-1}$. The heat capacity is $C_e=(\pi^2/3)(0.016104)(8.6173\times10^{-5})(0.086173)=3.934\times10^{-7}$ eV Å$^{-3}$K$^{-1}$, and

$$\gamma_T=\frac{3\times6.9117\times10^{-5}}{\pi\times0.086173\times6.5821\times10^{-4}}=1.164\ \text{ps}^{-1},\qquad\frac1{\gamma_T}=0.859\ \text{ps},$$

the same as $G/C_e=4.578/3.934$.

The numerical check integrates the four-term electron equation (4) directly and finds $P=3.173\times10^{-4}$ eV Å$^{-3}$ps$^{-1}$, against $G\Delta T=3.205\times10^{-4}$ eV Å$^{-3}$ps$^{-1}$, a ratio of 0.99013. It asserts that this $P$ equals (12) to $10^{-8}$ relative, as (15) leads one to expect with $0.6E_F/k_BT_e\approx39$. The corrections (20) use $\langle\omega^4\rangle/\langle\omega^2\rangle=\tfrac23\omega_D^2=2.6667\times10^{-4}$ eV$^2$:

$$c_1=\frac{2.6667\times10^{-4}}{12\times0.086173\times0.025852}=0.009975,\qquad c_2=0.000104,\qquad1-c_1+c_2=0.99013 .$$

The heat capacity obtained by differentiating the energy at fixed density is 0.9993 of the value (21), in agreement with $1-0.3\pi^2(0.086173/5.5886)^2=0.9993$. The rate from the definitions is therefore $1.1636\times0.99013/0.99929=1.153$ ps$^{-1}$. Allen's formula is 0.9% above it. Here $T_L$ is 1.3 and $T_e$ is 4.3 times the Debye temperature; since $c_1\propto1/(T_eT_L)$, the small value depends on the high $T_e$, and as $T_e$ falls toward $T_L$ the correction grows to $c_1=0.009975\times1000/300\approx0.033$.

For the cooling curve, $a=\gamma_TT_e=1163.6$ K/ps. At fixed $T_L$, $t_{1/2}=(350+300\ln2)/1163.6=0.479$ ps, whereas an exponential with the initial rate would give $\ln2/\gamma_T=0.596$ ps; the rate rises as the electrons cool and their heat capacity falls. With $C_L=3n_ak_B=1.5511\times10^{-5}$ eV Å$^{-3}$K$^{-1}$ and $s=C_e/T_e=3.9343\times10^{-10}$ eV Å$^{-3}$K$^{-2}$, equation (25) is satisfied by $T_f=311.45$ K: the left side is $\tfrac12(3.9343\times10^{-10})(1000^2-311.45^2)=1.776\times10^{-4}$ eV Å$^{-3}$, and division by $C_L$ gives 11.45 K. The late rate is $1163.6/311.45+0.0295=3.766$ ps$^{-1}$. The half time, $T_f$ and the late rate are each tested against numerical integration of (22) or (24). Integrating instead with the full power (12) and the Debye heat capacity gives $T_e=643.9$, 419.1 and 315.6 K at 0.5, 1 and 2 ps, against 640.2, 414.3 and 314.7 K for constant $G$ and $C_L$. Two changes act in this direction and were not separated in the run: the power is reduced by $c_1$, and the Debye capacity is below $3n_ak_B$ by the fraction $\omega_D^2/20T_L^2\approx3\%$ (each mode contributes $1-\omega^2/12T^2$ and the mean of $\omega^2$ over the Debye sphere is $\tfrac35\omega_D^2$), which raises the lattice temperature rise of 11.45 K by about 0.3 K.

### 14. Low temperature

When (e) fails, (12) still holds. For $\alpha^2F=A\Omega^2$ and both temperatures far below $\omega_D$, the upper limit may be sent to infinity. Expanding $n=\sum_{j\ge1}e^{-j\Omega/T}$ gives $\int_0^\infty\Omega^4n\,d\Omega=4!\,T^5\sum_jj^{-5}=24\,\zeta(5)\,T^5$, so

$$P=48\pi\zeta(5)\,NA\,(T_e^5-T_L^5),\qquad\frac{P}{G\Delta T}=\frac{96\,\zeta(5)\,(T_e^5-T_L^5)}{\omega_D^4\,\Delta T},$$

where $G=\pi NA\omega_D^4/2$ was used. The emission of modes with $\Omega\gg T$ is exponentially suppressed, and the modes that remain carry little energy and couple weakly. At $T_e=10$ K and $T_L=5$ K, with $\zeta(5)=1.0369$, the ratio is $96\times1.0369\times96875/(232.09^4\times5)=6.6\times10^{-4}$, and the direct integration of (4) agrees with the $T^5$ law within the asserted $10^{-4}$ relative. The exponent 5 belongs to $\alpha^2F\propto\Omega^2$, the clean-metal form of this model; for $\alpha^2F\propto\Omega^r$ the same integral gives $T^{r+3}$.

### 15. Nonthermal electrons

Drop (b), and let $f(\varepsilon)$ be any smooth function of energy that falls from 1 to 0 within the range where (d) holds. From (6) and (9), $\int B\,d\varepsilon=\int f(\varepsilon+\omega)[1-f(\varepsilon)]d\varepsilon-n\omega$. Expand $f(\varepsilon+\omega)=f+\omega\,\partial f+\tfrac12\omega^2\partial^2f+\dots$ with $\partial=\partial_\varepsilon$. This expansion requires $f$ to vary slowly over a phonon energy, and the expansion of $n\omega$ below requires $\omega<2\pi T_L$; the results of this section hold only under these two conditions. The first-order integral is $\int\partial f\,(1-f)\,d\varepsilon=[-\tfrac12(1-f)^2]_{-\infty}^{\infty}=-\tfrac12$. The second-order one is, by parts, $\int\partial^2f\,(1-f)\,d\varepsilon=\int(\partial f)^2d\varepsilon$. With $n\omega=T_L-\omega/2+\omega^2/12T_L$, the terms $-\omega/2$ cancel again:

$$\int B\,d\varepsilon=T^*-T_L+\omega^2\left[\tfrac12\!\int(\partial f)^2d\varepsilon-\frac1{12T_L}\right],\qquad T^*=\int f(1-f)\,d\varepsilon .$$

Since $P=2\pi N\int\alpha^2F\,\Omega\,[\int B\,d\varepsilon]\,d\Omega$, the leading result is $P=G\,(T^*-T_L)$, and the next term is $\pi N\lambda\langle\omega^4\rangle$ times the square bracket. For a Fermi function $f(1-f)=-T\partial f$, so $T^*=T_e$. The constant $G$ survives, but the temperature that multiplies it counts states that can both supply and receive an electron, and is not a measure of the stored energy.

As an example take $f=0.9f_{300}+0.1f_{3000}$, two Fermi functions at 300 K and 3000 K centred at $E_F$. By (21) the thermal energy is proportional to $T^2$, so the Fermi function of equal energy has $T=\sqrt{0.9\times300^2+0.1\times3000^2}=990$ K. The integral gives $T^*=650$ K. The leading estimate of the power relative to the thermal gas of equal energy is $(649.5-300)/(990.45-300)=0.506$, and the direct integration gives 0.509; the check asserts the leading formula to 1.5% and the formula with the next term to $5\times10^{-4}$, both relative to the value of the formula. An electron far above $E_F$ stores much energy, but under (d) its emission rate does not grow with that energy, and each emission removes only $\omega$. For this distribution, reading $T_e$ from the energy overestimates the power by a factor 2.

### 16. Nonthermal phonons

Drop (c) and integrate (10) mode by mode with no phonon-phonon scattering, the opposite extreme. In the classical limit each mode has its own temperature, $T_Q=\omega_Qn_Q+\omega_Q/2$, with $\dot T_Q=2\gamma_Q(T_e-T_Q)$. In the model, (18) gives $2\gamma_{q_D}=0.118$ ps$^{-1}$. The average of $\omega/\omega_D$ over the Debye sphere is $\int_0^1 3y^3dy=\tfrac34$, and only one branch in three couples, so $G/C_L=\sum_Q2\gamma_Q/3n_a=\tfrac14\,(2\gamma_{q_D})=0.0295$ ps$^{-1}$, the value used above. The zone-edge longitudinal modes thus heat four times faster than a thermalized lattice, 83 K/ps initially against 21 K/ps. Of this factor four, three comes from the two transverse branches, which take up no heat, and $\tfrac43$ from the uneven coupling within the longitudinal branch. Both reduce the differences that drive $P=\sum_Q2\gamma_Q(T_e-T_Q)$, so the electrons cool more slowly; the missing heat capacity of the transverse branches is the larger effect. That these branches do not couple is a property of this model, which keeps only the potential $D\,\nabla\!\cdot\!u$ and omits umklapp; in a real metal transverse modes generally couple as well, and the factor three does not carry over.

The mode-resolved integration gives $T_e=650.2$, 438.2 and 341.0 K at 0.5, 1 and 2 ps, above the thermalized values 643.9, 419.1 and 315.6 K; the ordering is asserted at all three times. Equation (25) with $C_L/3$, the classical capacity of the longitudinal branch alone, gives a final temperature of about 334 K. The value at 2 ps is about 7 K higher. Nearly 1 K of this lies in the reference value: the run uses Bose modes, whose capacity is about 3% below the classical one (section 13), and with that capacity the energy balance ends near 334.7 K. The largest part, about 4 K, is the unfinished relaxation of the electrons: the two-temperature run is likewise about 3 K above its final value at 2 ps (314.7 K against 311.45 K), and here the approach is slower, because the power is reduced by $c_1$ and the rate $a/T_e$ is lower at the higher temperature. Uneven heating adds a smaller part. While $2\gamma_qt\ll1$ the rise of $T_Q$ is proportional to $y=\omega/\omega_D$, so its mean over the branch is $\tfrac34$ of the zone-edge rise, while its mean weighted by $\gamma_q$, the one the electrons see, is $\int_0^13y^4dy\big/\tfrac34=\tfrac45$ of it; the ratio $\tfrac{16}{15}$ applied to a rise of 34 K gives about 2 K. These are estimates; the contributions were not separated numerically. In this model the early cooling is little affected, because $C_e$ is small compared with the capacity of the coupled modes, and the difference between the two runs grows over the three times listed, from 6 to 25 K.

### 17. Structure in the density of states

Drop (d) in the simplest way: a constant vertex, one phonon frequency $\omega_0$, and an energy-dependent $N(\varepsilon)$. Summing $S_Q$ over $Q$ frees the final state from the initial one, so $\sum_QS_Q(\varepsilon,\varepsilon')\propto N(\varepsilon)N(\varepsilon')$, and by (8)

$$P\propto\omega_0\big[n(\omega_0,T_e)-n(\omega_0,T_L)\big]\int d\varepsilon\,N(\varepsilon-\tfrac12\omega_0)\,N(\varepsilon+\tfrac12\omega_0)\big[f(\varepsilon-\tfrac12\omega_0)-f(\varepsilon+\tfrac12\omega_0)\big],$$

after shifting the variable by $\omega_0/2$. The product of densities is even in $\omega_0$ and the last bracket is $\omega_0(-\partial_\varepsilon f)$ plus terms of third order. Up to relative corrections of order $\omega_0^2$, and dividing by the value $\omega_0N_F^2$ that (d) would give, with $N_F=N(E_F)$,

$$\frac{G(T_e)}{G}=\frac1{N_F^2}\int d\varepsilon\,N(\varepsilon)^2\,\Big(-\frac{\partial f}{\partial\varepsilon}\Big),$$

with $\mu(T_e)$ fixed by the electron number. The check uses a flat density $N_0$ plus a Gaussian peak of height $10N_0$, centred 2.0 eV below $E_F$ with standard deviation 0.5 eV, and $\omega_0=0.015$ eV, and asserts the formula against the unexpanded integral to $10^{-3}$ relative. At 1000 K, $\mu$ has moved by 0.0005 eV and $G(T_e)/G=1.007$. At 5000 K, $\mu$ has risen by 0.157 eV, to compensate the holes opened in the peak, and $G(T_e)/G=3.5$. In that regime $C_e$ must also be taken from the general expression $[I_2-I_1^2/I_0]/T$, $N$ no longer cancels, and (22) does not apply. The constant vertex is a model assumption: states in a narrow peak generally have their own matrix elements, and a first-principles treatment needs $S_Q(\varepsilon,\varepsilon')$ itself in (8).

## Computed results

```
n = 0.06 1/A^3
M = 60 u
hbar wD = 0.02 eV
D = 4 eV
Te = 1000 K
TL = 300 K
kB Te = 0.086173 eV
kB TL = 0.025852 eV
kB = 8.6173e-05 eV/K
hbar = 0.00065821 eV ps
hbar^2/m = 7.62 eV A^2
rho wD^2 = 0.34448 eV/A^5
kF = 1.2111 1/A
EF = 5.5886 eV
qD = 1.5259 1/A
hbar c = 0.013107 eV A
Debye temperature = 232.09 K
N both spins = 0.016104 1/(eV A^3)
A = 863.96 1/eV^2
lambda = 0.34558 
lambda from self-energy = 0.34496 
lambda<(hbar w)^2> = 6.9117e-05 eV^2
<w4>/<w2> = 0.00026667 eV^2
2 gamma_q at qD = 0.11806 1/ps
Hopfield test: lambda soft/stiff at equal lambda<w2> = 3.8539 
G = 4.578e-07 eV/(A^3 ps K)
G = 7.3348e+16 W/(m^3 K)
Ce Sommerfeld = 3.9343e-07 eV/(A^3 K)
Ce numeric/Sommerfeld = 0.99929 
CL = 3 n kB = 1.5511e-05 eV/(A^3 K)
P from BBP = 0.0003173 eV/(A^3 ps)
G (Te-TL) = 0.00032046 eV/(A^3 ps)
P/[G(Te-TL)] = 0.99013 
first correction = 0.0099752 
second correction = 0.00010373 
gamma_T Allen = 1.1636 1/ps
gamma_T from BBP = 1.153 1/ps
1/gamma_T Allen = 0.85938 ps
a = gamma_T Te = 1163.6 K/ps
half time, fixed TL = 0.47948 ps
ln2/gamma_T(Te) = 0.59568 ps
final T, two-temperature = 311.45 K
late rate = 3.7657 1/ps
G/CL = 0.029514 1/ps
P/[G dT] at 10 K, 5 K = 0.00066471 
T* of 0.9 f(300 K)+0.1 f(3000 K) = 649.51 K
T of equal energy = 990.45 K
P nonthermal/P thermal = 0.50895 
Te(0.5 ps) const G / Debye / mode-resolved = 640.2 / 643.9 / 650.2 K
Te(1.0 ps) const G / Debye / mode-resolved = 414.3 / 419.1 / 438.2 K
Te(2.0 ps) const G / Debye / mode-resolved = 314.7 / 315.6 / 341.0 K
DOS peak: height 10.0 N0, centre -2.0 eV, width 0.5 eV, mode 0.015 eV
Te = 1000 K: mu = 0.0005 eV, G(Te)/G = 1.0073
Te = 5000 K: mu = 0.1570 eV, G(Te)/G = 3.5384
```
